# Write Energy and Transferred Charge at Fixed Error in Spin-Torque Memory

## The problem

A magnetic memory bit is a small disc whose moment points up or down along its axis. A rectangular current pulse of strength $I$ and length $t$ reverses it by spin-transfer torque. Below a threshold $I_c$ the torque cannot overcome damping, so write $I=iI_c$ with overdrive $i>1$. The probability $W$ that a pulse fails follows, to leading order,

$$W=A\,e^{-2(i-1)t/\tau},\tag{1}$$

where $\tau$ is a damping time and $A$ is treated as a constant. The pulse passes through a resistance $R$ that depends on neither current nor time.

The designer fixes $W$ and may choose $i$, adjusting $t$ to suit. Which overdrive minimizes the Joule energy $E=I^2Rt$? Which minimizes the charge $Q=It$?

## A tempting solution

Solve (1) for the pulse length. With $L=\ln(A/W)$,

$$t=\frac{\tau L}{2(i-1)},\qquad Q=iI_ct=\frac{I_c\tau L}{2}\,\frac{i}{i-1}.\tag{2}$$

Since $i/(i-1)=1+1/(i-1)$, the charge falls as $i$ rises. Each unit of charge passing through a voltage $V$ dissipates the energy $V$, so $E=QV$. Less charge means less energy. Both quantities therefore call for the largest current that the device survives.

## Where it fails

Equation (2) is right, and so is $E=QV$. The fault is the unstated step from $E=QV$ to "$E$ is proportional to $Q$", which needs the same $V$ at every overdrive. Here the resistance is held fixed, so $V=iI_cR$ grows with the overdrive. The energy is a falling charge times a rising voltage, and its behaviour depends on which factor changes faster.

The argument does hold for a different quantity. Suppose that a supply of fixed voltage $V_s$ feeds the bit, and a series element takes up whatever voltage the bit does not need. The energy drawn from the supply is $V_sQ$, which falls with $i$ as long as $iI_cR\le V_s$. The problem asks for the heat in a fixed resistance.

## The right solution

**Energy.** Insert the pulse length (2) into $E=I^2Rt$:

$$E=\frac{I_c^2R\tau L}{2}\,f(i),\qquad f(i)=\frac{i^2}{i-1}.$$

Subtract 4 from $f$ and use a common denominator:

$$f(i)-4=\frac{i^2-4i+4}{i-1}=\frac{(i-2)^2}{i-1}.\tag{3}$$

For $i>1$ the right side is never negative, and it vanishes only at $i=2$. The Joule energy is least at twice the threshold current, where

$$E_{\min}=2I_c^2R\tau L.$$

Equation (3) also shows how flat the minimum is, because the excess is quadratic in $i-2$. Moreover, $f=(i-1)+1/(i-1)+2$ is unchanged when $i-1$ is replaced by its inverse. Within law (1), overdrives 1.5 and 3 therefore cost the same energy.

**Charge.** From (2),

$$\frac{dQ}{di}=-\frac{I_c\tau L}{2}\,\frac{1}{(i-1)^2}<0 .$$

The charge has no minimum at finite $i$. It falls towards the floor $Q_\infty=I_c\tau L/2$, and at $i=2$ it is twice that floor.

**The two limits.** Just above threshold, nearly all of the torque is spent on cancelling damping. The pulse length grows as $1/(i-1)$ and carries both $E$ and $Q$ up with it. Far above threshold $t\propto1/i$, so $Q$ levels off while $E=QIR$ grows in proportion to $i$.

## Where the error law comes from

Take a single rigid moment of magnetization $M_s$ and volume $V_m$, in Gaussian units, with $g=2$, $e>0$ and $\gamma=e/(mc)$. Its direction $\mathbf m$ starts near $+\hat{\mathbf z}$, and the net anisotropy field is $H_k\cos\theta\,\hat{\mathbf z}$. Each electron delivers up to $\eta\hbar/2$ of transverse angular momentum to a moment that holds $M_sV_m/\gamma$. The torque rate is therefore $a=\gamma\hbar\eta I/(2eM_sV_m)$. With the current direction that destabilizes the initial state,

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}+a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

In spherical unit vectors $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$, $\mathbf m\times\hat{\boldsymbol\phi}=-\hat{\boldsymbol\theta}$ and $\hat{\mathbf z}=\cos\theta\,\mathbf m-\sin\theta\,\hat{\boldsymbol\theta}$. The two components are

$$\dot\theta=-\alpha\sin\theta\,\dot\phi+a\sin\theta,\qquad \sin\theta\,\dot\phi=\gamma H_k\sin\theta\cos\theta+\alpha\dot\theta .$$

Substituting the second into the first gives $(1+\alpha^2)\dot\theta=(a-\alpha\gamma H_k\cos\theta)\sin\theta$, or

$$\tau\dot\theta=(i-\cos\theta)\sin\theta,\tag{4}$$

$$\tau=\frac{(1+\alpha^2)mc}{\alpha eH_k},\qquad I_c=\frac{2e\alpha M_sV_mH_k}{\hbar\eta}.$$

At small angle $\theta$ grows as $e^{(i-1)s}$, with $s=t/\tau$. A bit that starts exactly on the axis feels no torque, so late switching comes from bits that are near the axis.

**Thermal spread.** The barrier is $E_b=M_sV_mH_k/2$, and $\Delta=E_b/kT$. Near the axis the Boltzmann weight is $e^{-\Delta\theta^2}$, so each of the two transverse components of $\mathbf m$ starts with variance $v=1/(2\Delta)$. In the frame that follows the precession, each component grows at the rate $i-1$ and receives random kicks:

$$\frac{dv}{ds}=2(i-1)v+D.$$

The kicks are taken as independent of the current. At $i=0$ the variance must stay at $1/(2\Delta)$, which requires $D=1/\Delta$. The solution with the correct starting value is

$$v(s)=\frac{i\,e^{2(i-1)s}-1}{2\Delta(i-1)} .$$

Once the exponential is large, this is a steadily growing pattern. The amplitude $b=\theta e^{-(i-1)s}$ has a fixed Gaussian distribution with variance $\sigma^2=i/[2\Delta(i-1)]$ per component.

**Motion to the equator.** Count a write as failed if the moment is still in its initial hemisphere when the pulse ends. With $x=\cos\theta$, (4) becomes $dx/ds=-(i-x)(1-x^2)$. The time from a small angle $\theta_0$ to the equator is the integral of

$$\frac{1}{(i-x)(1-x^2)}=\frac{1}{2(i-1)(1-x)}+\frac{1}{2(i+1)(1+x)}-\frac{1}{(i^2-1)(i-x)}$$

from $x=0$ to $x=\cos\theta_0$. Using $1-\cos\theta_0\simeq\theta_0^2/2$ and multiplying by $2(i-1)$,

$$2(i-1)s=\ln\frac{2}{\theta_0^2}+\frac{i-1}{i+1}\ln2+\frac{2}{i+1}\ln\frac{i-1}{i}.$$

Equivalently, $\theta_0^2e^{2(i-1)s}=C^2$, with

$$C^2=2\cdot2^{(i-1)/(i+1)}\left(\frac{i-1}{i}\right)^{2/(i+1)} .$$

A bit fails if $b^2<C^2e^{-2(i-1)s}$. For a two-dimensional Gaussian, the probability that $b^2<\epsilon$ is $1-e^{-\epsilon/2\sigma^2}\simeq\epsilon/(2\sigma^2)$ when $\epsilon$ is small. Hence

$$W\simeq A(i)\,e^{-2(i-1)t/\tau},\qquad A(i)=\Delta C^2\,\frac{i-1}{i}.\tag{5}$$

This neglects kicks received outside the small-angle region, which requires both $\Delta\gg1$ and $\Delta(i-1)^2\gg1$. The second condition fails close to threshold, where growth is slow and kicks matter for longer. Law (1) follows when $A(i)$ is replaced by a constant. The replacement is reasonable for small $W$ because $A$ enters $t$ only through a logarithm.

Two numerical tests support (5). Direct integration of the vector equation, with $\alpha=0.05$ and $\theta_0=0.02$, gave the travel time to the equator at $i=2$ and 3 within a relative difference of $2\times10^{-5}$. A Fokker–Planck solution at $\Delta=240$ and $i=1.7$, 2 and 4 gave the exponent and the pulse length for $W=10^{-6}$ within 0.6 % of (5).

## What the charge floor counts

Multiply the two scales in (4). The field $H_k$ cancels, and $\alpha$ survives only in a small correction:

$$I_c\tau=(1+\alpha^2)\frac{2mc\,M_sV_m}{\hbar\eta}=(1+\alpha^2)\frac{eN}{\eta},\qquad N=\frac{M_sV_m}{\mu_B},\quad \mu_B=\frac{e\hbar}{2mc}.$$

Far above threshold the angle grows by a factor $e$ in the time $\tau/i$, during which the charge $iI_c\,\tau/i=I_c\tau$ passes. The floor $I_c\tau L/2$ is this charge times $L/2$ such steps of growth. In this limit a stronger current delivers the angular momentum sooner, but it hardly reduces the amount needed.

## Numbers

Take a disc of diameter 25 nm and thickness 2 nm, with $M_s=1000$ emu/cm³, $H_k=5$ kOe, $\alpha=0.01$, $\eta=0.6$ and $T=300$ K. The resistance–area product is 4 Ω µm², so $R=8.15$ kΩ. The required error is $W=10^{-6}$.

The moment is $N=1.06\times10^5$ Bohr magnetons and the barrier is 1.53 eV, so $\Delta=59.3$. Equation (4) gives $\tau=1.137$ ns and $I_c=24.9$ µA ($7.45\times10^4$ statA). At $i=2$, $C^2=2^{2/3}=1.587$ and $A=59.3\times1.587/2\simeq47$. Then

$$L=\ln\frac{47}{10^{-6}}=17.67 .$$

At $i=2$ the pulse lasts $t=\tau L/2=1.137\times17.67/2=10.05$ ns. The current is 49.7 µA, so

$$E=(49.7\ \mu\text{A})^2(8.15\ \text{k}\Omega)(10.05\ \text{ns})\simeq202\ \text{fJ}=2.02\times10^{-6}\ \text{erg},$$

and $Q=49.7\ \mu\text{A}\times10.05\ \text{ns}\simeq499$ fC. The floor is 250 fC with this $L$. Far above threshold $A(i)$ tends to $4\Delta$, which would raise the floor to about 273 fC. With $L$ held at 17.67, the leading law gives:

| $i$ | $t$ (ns) | $E$ (fJ) | $Q$ (fC) |
|---|---|---|---|
| 1.2 | 50.2 | 364 | 1498 |
| 1.5 | 20.1 | 228 | 749 |
| 2 | 10.05 | 202 | 499 |
| 3 | 5.02 | 228 | 375 |
| 4 | 3.35 | 270 | 333 |
| 6 | 2.01 | 364 | 300 |

In this law, going from $i=2$ to $i=4$ saves a third of the charge and costs a third more energy. The Fokker–Planck solution gives 29 % less charge and 41 % more energy. In return the write is about three times faster, which may be worth the heat. The equal energies at 1.5 and 3, and at 1.2 and 6, are the pairs predicted below (3), and they are equal only because $L$ is held fixed. The row at $i=1.2$ is so close to threshold that the law considerably overestimates the pulse length.

## How far the optimum moves beyond leading order

Keep the current dependence of $A$. The energy is then proportional to $i^2\ln[A(i)/W]/(i-1)$. Setting its logarithmic derivative to zero,

$$\frac2i-\frac1{i-1}+\frac1L\frac{d\ln A}{di}=0
\quad\Longrightarrow\quad
\frac{i-2}{i(i-1)}=-\frac1L\frac{d\ln A}{di},$$

where $L$ now means $\ln[A(i)/W]$. From (5),

$$\ln A=\ln(2\Delta)+\frac{i-1}{i+1}\ln2+\frac{i+3}{i+1}\ln\frac{i-1}{i},$$

$$\frac{d\ln A}{di}=\frac{2\ln2}{(i+1)^2}+\frac{2}{(i+1)^2}\ln\frac{i}{i-1}+\frac{i+3}{(i+1)\,i(i-1)} .$$

Every term is positive, so the optimum moves below 2. At $i=2$ the sum is $\tfrac49\ln2+\tfrac56\simeq1.14$, and $i(i-1)=2$. The shift is therefore about $-2\times1.14/17.67=-0.13$. Direct minimization gives $i=1.87$.

The Fokker–Planck solution, which also contains the finite-barrier corrections, puts the optimum at $i=1.82$ for $\Delta=59.3$ and $W=10^{-6}$. It moves to 1.86 for $W=10^{-9}$ at the same barrier, and to 1.87 for $\Delta=240$ at the original error. The value 2 thus belongs to the leading law, which needs a high barrier and a large $L=\ln(A/W)$. At $\Delta=59.3$ the optimum stays near 1.95 even as $W\to0$, and a higher barrier at fixed $W$ brings it towards 2 only logarithmically. In practice the difference matters little: writing at $i=2$ costs 0.8 % more energy than writing at 1.82.

The charge keeps falling in the full solution too. In units of $I_c\tau$ it is 24.3, 15.4, 12.4 and 10.8 at $i=1.5$, 2.4, 4 and 8.

Close to $i=1$ the leading law should not be used. There $A(i)$ tends to zero and cannot be treated as constant. At and below threshold, thermal activation can still reverse the bit, which (1) does not describe.

## Beside real devices

The parameters are rough typical values for a perpendicular spin-transfer memory junction, and none is meant to be extreme. The change of resistance with bias can move the optimum as much as the statistical corrections do. The resistance of a tunnel junction generally falls with bias, mainly in the antiparallel state. If $R\propto i^{-r}$ near the optimum, with $0<r<1$, then $E\propto i^{2-r}/(i-1)$. The condition $2-r=i/(i-1)$ gives $i=(2-r)/(1-r)$, which is above 2. For the rough form $R(V)=R/[1+(V/1\ \text{V})^2]$, the resistance at $i=2$ is 0.89 of its zero-bias value, and the leading-law optimum moves to $i=2.27$. This shift has the opposite sign to the statistical one. For this form it is the larger of the two, and the two together put the Fokker–Planck optimum near 2.03. Its size depends on the form assumed. With a 2 V scale the leading-law optimum is only 2.08. Suppose instead that the parallel resistance is $R/2$ and only the antiparallel excess falls, halving at 0.5 to 1 V. The leading-law optimum then lies between about 2.04 and 2.22, depending on that scale and on the direction of the write.

The resistance also changes when the bit reverses. At $i=2$ the median bit switches after 24 % of the pulse, and the rest of the pulse guards against slow bits. If the resistance halves on switching, a median bit dissipates $0.24+0.76/2=0.62$ of the energy quoted. The early fraction is 0.21 at $i=1.5$ and 0.26 at $i=2.4$, so this factor varies little with overdrive. Because the minimum is flat, it still moves the Fokker–Planck optimum from 1.82 to about 1.75 if the resistance halves, and to about 1.87 if it doubles.

The tunnel barrier limits how far the charge can be reduced. With $R$ held fixed, the voltage at $i=2$ is 0.41 V, or about 4 MV/cm across a barrier taken as 1 nm thick. A rough breakdown field of 10 MV/cm would be reached at $i\simeq4.9$, where the leading-law charge is still 1.25 times its floor. With the rough form $R(V)$ above, the resistance is halved at 1 V, which doubles the overdrive at breakdown. In either case a working device must stay well below the breakdown field. In the table, where $R$ is fixed, the row at $i=6$ lies beyond the breakdown estimate, and the row at $i=4$ already reaches about 80 % of the breakdown field. For this barrier those rows illustrate the law and are not recommended operating points.

Temperature has little effect on the pulse length for these numbers. The 20 µW dissipated at $i=2$ warms the bit by roughly 10 K, if the heat spreads into metal leads of conductivity $\kappa=20$ W/(m K) on both sides. This uses the steady temperature rise $P/(4\kappa r)$ of a disc of radius $r$ and uniform temperature on a half-space, halved because there are two half-spaces. It is a lower bound, since it omits the thermal resistance of the pillar, the oxide barrier and the interfaces. A metal pillar of 10 to 20 nm and a rough barrier conductance of 0.5 to 1 GW/(m² K) on each side raise the estimate to 40–70 K. Operation at 358 K lowers $\Delta$ to 49.7 and shortens the pulse by 1 %, with $M_s$ and $H_k$ held fixed.

The rigid-moment picture fails in larger discs, where a domain wall can cross at lower energy. With $K=M_sH_k/2$ and exchange stiffness $A_{ex}$, a wall across the diameter $d$ costs $4\sqrt{A_{ex}K}\,d$ per unit thickness, against $K\pi d^2/4$ for uniform rotation. The two are equal at $d=(16/\pi)\sqrt{A_{ex}/K}$, about 32 nm for a rough $A_{ex}=10^{-6}$ erg/cm. This comparison is too generous, because a wall of width $\pi\sqrt{A_{ex}/K}\simeq20$ nm barely fits into the disc. A better limit comes from the uniform in-plane state at the top of the barrier. A small tilt $u$ out of the plane changes its energy density by $A_{ex}|\nabla u|^2-Ku^2$. The lowest non-uniform mode of a disc has wavenumber $3.68/d$, so it lowers the energy once $d>3.68\sqrt{A_{ex}/K}$, about 23 nm. The 25 nm disc is beyond this limit. With $K$ treated as a local anisotropy, its barrier is lowered by about 1 %. That treatment is too mild, because $K$ contains the demagnetizing energy of a uniform disc and $2\pi M_s^2$ exceeds $K$. The non-uniform mode has less magnetostatic energy and sees an effective anisotropy of about $1.3K$. The limit then falls to about 20 nm and the barrier is lowered by about 6 %, so the rigid-moment picture is marginal here.

The remaining values are listed in the numerical output.

## Table of computed values

```
diameter 25 nm, free layer 2 nm
Ms 1000 emu/cm3, Hk 5.0 kOe
alpha 0.01, eta 0.6, temperature 300 K
resistance-area 4.0 ohm um2, resistance 8.15 kohm
target write error 1e-06
barrier 1.532 eV, Delta 59.3
moment 1.059e+05 Bohr magnetons
damping time tau 1.137 ns
threshold current 24.86 uA = 7.453e+04 statA
C^2 at i=2 1.587, A(2) 47.0
L = ln(A/W) 17.67
leading law: i, pulse ns, energy fJ, charge fC
  1.2  50.23  364.2  1498.3
  1.5  20.09  227.6  749.2
  2.0  10.05  202.3  499.4
  3.0  5.02  227.6  374.6
  4.0  3.35  269.8  333.0
  6.0  2.01  364.2  299.7
numerical optimum of leading law i = 2.0000
least energy 2.023e-06 erg
charge floor 249.7 fC
LLG travel time, largest relative error 1.6e-05
Fokker-Planck tests at Delta 240, i = 1.7, 2, 4:
  exponent, largest relative error 0.0054
  pulse length, largest relative error 0.0045
optimum with A(i) kept, W=1e-6: i = 1.870
Fokker-Planck optimum, W=1e-6: i = 1.817
Fokker-Planck optimum, W=1e-9: i = 1.855
same, Delta 240, W=1e-6: i = 1.867
extra energy at i=2 over W=1e-6 optimum 0.83 %
Fokker-Planck pulse at i=2 9.98 ns
Fokker-Planck charge in units Ic*tau, W=1e-6:
  i 1.5: 24.27
  i 2.4: 15.41
  i 4.0: 12.41
  i 8.0: 10.85
median switching time / pulse at i=2 0.242
  same at i=1.5 0.210, at i=2.4 0.255
energy factor if R halves on switching 0.621
bias scale 1.0 V: optimum i = 2.273
  resistance at i=2 falls to 0.886 of R
voltage at i=2 0.405 V, barrier 1.0 nm
barrier field at i=2 4.05 MV/cm
rough breakdown 10 MV/cm reached at i = 4.94
leading charge there / floor 1.254
power at i=2 20.1 uW, lead conductivity 20 W/mK
rough heating through leads 10.1 K
exchange stiffness 1e-06 erg/cm (rough)
coherent reversal below about 32.2 nm
at 358 K: Delta 49.7, pulse change -1.00 %
```
